# Thermal Franck-Condon Factor of One Displaced Mode and Its Limits, part 2

A transition between two electronic states releases the energy $\Delta E$, measured from minimum to minimum, into a single harmonic vibrational mode. The mode has the same angular frequency $\omega$ in both states, but its minimum is displaced by $d=\sqrt{2S}$ in the dimensionless coordinate $q$. With $\hat p$ the conjugate momentum, $[q,\hat p]=i$, the initial and final vibrational Hamiltonians are

$$
H_i=\frac{\hbar\omega}{2}\left(\hat p^2+q^2\right),\qquad
H_f=\frac{\hbar\omega}{2}\left[\hat p^2+(q-d)^2\right]-\Delta E .
$$

Here $S$ is the Huang-Rhys factor and $\lambda=S\hbar\omega$ the reorganization energy. The electronic matrix element $V$ is independent of $q$, and the initial levels are in thermal equilibrium at temperature $T$.

Energy conservation fixes the net number of quanta gained by the mode, $p=\Delta E/\hbar\omega$. The thermal Franck-Condon factor $W_p$ is the thermally weighted sum of squared overlaps between initial and final vibrational states for that gain. With $\theta=\hbar\omega/k_BT$ and the mean occupation $n=1/(e^\theta-1)$, the first part found

$$
W_p=\exp\left[-S\coth\frac{\theta}{2}+\frac{p\theta}{2}\right]I_{|p|}(z),
\qquad z=\frac{S}{\sinh(\theta/2)} ,
$$

where the modified Bessel function has the series

$$
I_p(z)=\sum_{j=0}^{\infty}\frac{(z/2)^{2j+p}}{j!\,(j+p)!} .
$$

Detailed balance holds,

$$
W_{-p}=e^{-p\theta}W_p ,
$$

and on cooling the factor reaches a constant Poisson value, its plateau:

$$
W_p\to e^{-S}\frac{S^p}{p!}\qquad(p\ge0).
$$

The numerical example uses the round model values $\hbar\omega=20$ meV and $S=15$. A program checked the Bessel formula against directly summed overlaps of oscillator wavefunctions.

The high-temperature side comes next. The questioner expects an activated law, but objects that if $S$ and $p$ are held fixed and $T$ is sent to infinity, any factor $e^{-E_a/k_BT}$, with $E_a$ an activation energy, tends to one. The answer to this objection follows.

**A:** That is correct, and it means the limit has to be specified. The activation exponent stays finite if the energies $\lambda$ and $\Delta E$ are held fixed relative to $k_BT$ while the quantum becomes small:

$$
\theta\to0,\qquad A=S\theta=\frac{\lambda}{k_BT}\ \text{fixed},\qquad
B=p\theta=\frac{\Delta E}{k_BT}\ \text{fixed}.
$$

Both $S$ and $|p|$ then grow as $1/\theta$. This is the classical limit of the mode. Since $\sinh(\theta/2)\approx\theta/2$, the Bessel argument grows faster, as $z\approx2A/\theta^2$.

**Q:** The order of the Bessel function grows too. Are you allowed the usual approximation for a large argument?

**A:** The ratio $p^2/z$ stays finite, so the dependence on $p$ must be kept. I start from the integral

$$
I_{|p|}(z)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{z\cos\phi-ip\phi}\,d\phi .
$$

To verify it, write $z\cos\phi=\tfrac z2(e^{i\phi}+e^{-i\phi})$ and expand both exponentials. The integral selects the terms proportional to $e^{ip\phi}$, and these form the Bessel series.

For large $z$ the magnitude of the integrand is concentrated at $\phi=0$. The inequality $1-\cos\phi=2\sin^2(\phi/2)\ge2\phi^2/\pi^2$ on this interval shows that contributions from outside any fixed neighbourhood of zero are exponentially small in $z$, relative to $e^z$. The answer is of order $e^z/\sqrt z$ because $p^2/z$ is finite, so those contributions can be dropped. Near zero, $\cos\phi\approx1-\phi^2/2$. Extending the range to infinity and completing the square,

$$
I_{|p|}(z)\approx\frac{e^z}{2\pi}\int_{-\infty}^{\infty}
e^{-z\phi^2/2-ip\phi}\,d\phi
=\frac{e^{z-p^2/(2z)}}{\sqrt{2\pi z}} .
$$

**Q:** Then there should be a large cancellation between $z$ and $S\coth(\theta/2)$.

**A:** There is, and it is best carried out before expanding. With $u=\theta/2$,

$$
\coth u-\frac1{\sinh u}=\frac{\cosh u-1}{\sinh u}
=\frac{2\sinh^2(u/2)}{2\sinh(u/2)\cosh(u/2)}=\tanh\frac u2 .
$$

So

$$
W_p\approx\frac{1}{\sqrt{2\pi z}}
\exp\left[-S\tanh\frac{\theta}{4}+\frac{p\theta}{2}-\frac{p^2}{2z}\right].
$$

To leading order, $\tanh(\theta/4)\approx\theta/4$ and $1/z\approx\theta/(2S)$. The exponent becomes a square:

$$
-\frac{S\theta}{4}+\frac{p\theta}{2}-\frac{p^2\theta}{4S}
=-\frac{\theta}{4S}(p-S)^2 .
$$

The factor in front becomes $\sqrt{\theta/(4\pi S)}$. The high-temperature factor, which I call $G_p$, is

$$
G_p=\sqrt{\frac{\theta}{4\pi S}}
\exp\left[-\frac{\theta(p-S)^2}{4S}\right].
$$

**Q:** Completing a square does not make $(p-S)^2$ a barrier. What is the energy in the exponent?

**A:** It is the height at which the two potential curves cross. Setting them equal,

$$
\frac{q^2}{2}=\frac{(q-d)^2}{2}-p
\quad\Longrightarrow\quad
qd=\frac{d^2}{2}-p=S-p .
$$

The crossing is at $q_c=(S-p)/\sqrt{2S}$. Its height above the initial minimum is

$$
E_a=\frac{\hbar\omega q_c^2}{2}
=\frac{\hbar\omega(p-S)^2}{4S}
=\frac{(\Delta E-\lambda)^2}{4\lambda},
$$

and $E_a/k_BT$ is the exponent of $G_p$.

The prefactor is classical too. The Boltzmann density of $q$ is $\sqrt{\theta/2\pi}\,e^{-\theta q^2/2}$. The difference of the two potentials changes with $q$ at the rate $\hbar\omega\sqrt{2S}$. The probability density for that difference to be zero is therefore

$$
\frac{1}{\hbar\omega\sqrt{2S}}\sqrt{\frac{\theta}{2\pi}}\,e^{-E_a/k_BT}
=\frac{G_p}{\hbar\omega} .
$$

In this limit the factor divided by $\hbar\omega$ is the probability density, in the thermal distribution of $q$, for the difference of the two electronic energies to be zero. It is not a number of crossings per unit time.

**Q:** How far from the limit can I use $G_p$? "High temperature" is not a number.

**A:** The next order can be found. The term $z\phi^4/24$ from the cosine adds its average over the Gaussian integrand. Since $\phi^4e^{-ip\phi}$ is the fourth derivative of $e^{-ip\phi}$ with respect to $p$, that average follows from

$$
e^{p^2/(2z)}\frac{d^4}{dp^4}e^{-p^2/(2z)}
=\frac{p^4}{z^4}-\frac{6p^2}{z^3}+\frac{3}{z^2} .
$$

Multiplication by $z/24$ gives the relative correction

$$
\frac{p^4}{24z^3}-\frac{p^2}{4z^2}+\frac1{8z} .
$$

The hyperbolic functions contribute at the same order. From $\tanh(\theta/4)\approx\theta/4-\theta^3/192$ the exponent gains $S\theta^3/192$. From $1/z\approx\theta/(2S)+\theta^3/(48S)$ it gains $-p^2\theta^3/(96S)$, while the prefactor is multiplied by $1+\theta^2/48$. Inserting $z\approx2S/\theta$ in the three Bessel corrections and collecting the terms in $\theta^3$,

$$
\frac{W_p}{G_p}\approx1+\frac{\theta^3(p^2-S^2)^2}{192S^3}
+\frac{\theta}{16S}+\frac{\theta^2}{48}-\frac{\theta^2p^2}{16S^2} .
$$

At fixed $A$ and $B$ every correction here is of order $\theta^2$. The program tests this expression at $\theta=0.05$ and $A=12$, for $B=4$ and $B=24$. It reproduces the actual relative error of $G_p$ to within 1% of that error.

The expression also bears on your earlier objection. At fixed $S$ and $p$, the activation exponent $\theta(p-S)^2/(4S)$ and the correction $\theta/(16S)$ are both linear in $\theta$, so both vanish as $T\to\infty$. The first dominates the second only if $(p-S)^2\gg1/4$.

**Q:** Show me numbers, including a temperature at which the classical formula fails.

**A:** Keep $\hbar\omega=20$ meV and $S=15$, so $\lambda=300$ meV. Take $p=5$, a gap of 100 meV, and $p=30$, a gap of 600 meV. The crossing heights are $20\times10^2/60=33.3$ meV and $20\times15^2/60=75$ meV.

| $T$ (K) | $W_5$ | $W_5/G_5$ | $W_{30}$ | $W_{30}/G_{30}$ |
|---:|---:|---:|---:|---:|
| 100 | 0.00473 | 2.04 | 0.000445 | 24.1 |
| 300 | 0.01835 | 1.040 | 0.00416 | 1.181 |
| 600 | 0.02395 | 1.007 | 0.01070 | 1.008 |
| 1000 | 0.02389 | 1.003 | 0.01466 | 0.997 |

For $p=5$ at 300 K, the four corrections are $0.0286+0.0032+0.0125-0.0042=0.040$, in agreement with the table. For $p=30$ they predict a ratio of 1.192 instead of 1.181, so higher orders are already visible.

At 10 K the Gaussian is too small by a factor of $3.5\times10^{14}$ for $p=5$. The actual factor is on its Poisson plateau. The ground level lies 10 meV above the initial minimum, below the crossing at 33.3 meV, and the overlap comes from wavefunctions that extend into classically forbidden regions. This is nuclear tunnelling, which a classical distribution of $q$ leaves out.

**Q:** Two entries look wrong to me. $W_5$ falls slightly between 600 K and 1000 K, and the last ratio is below one. Does tunnelling turn negative?

**A:** The Gaussian explains why the factor has stopped rising. Its temperature dependence is $\beta^{1/2}e^{-\beta E_a}$ with $\beta=1/k_BT$. Setting the logarithmic derivative to zero,

$$
\frac{1}{2\beta}-E_a=0
\quad\Longrightarrow\quad k_BT=2E_a=66.7\ \text{meV}.
$$

At 600 K and 1000 K, $k_BT=\hbar\omega/\theta$ is 51.7 and 86.2 meV, so the maximum lies between them. Beyond it, broadening of the distribution lowers the density at the crossing more than activation raises it. The two temperatures lie on opposite sides of the maximum, and $G_5$ is almost the same at both: 0.02378 at 600 K and 0.02383 at 1000 K, a rise of 0.2%. The ratio $W_5/G_5$ drops from 1.0073 to 1.0025, by about 0.5%. That drop outweighs the rise of $G_5$, so the small fall of $W_5$ between these two entries comes from the shrinking quantum correction.

The ratio below one comes from the negative correction $-\theta^2p^2/(16S^2)$. For $p=30$ at 1000 K it is $-0.0135$, while the other three terms add up to $0.0109$. The sum is $-0.0026$, as the table shows. The departure from $G_p$ therefore contains more than an enhancement by tunnelling, and its sign is not fixed.

**Q:** If I measured the slope of an Arrhenius plot, would I find the crossing height?

**A:** In the classical limit, taken as before at fixed $A$ and $B$, you would, after removing the prefactor. From $G_p\propto T^{-1/2}e^{-E_a/k_BT}$,

$$
-\frac{\partial\ln(W_p\sqrt T)}{\partial(1/k_BT)}\to E_a .
$$

For $p=5$ this slope is 30.7 meV at 300 K and 32.9 meV at 1000 K, compared with $E_a=33.3$ meV. For $p=30$ it is 60.5 and 74.8 meV, compared with 75 meV. If $T\to\infty$ at fixed $S$ and $p$ instead, the correction $\theta/(16S)$ makes the slope tend to a value below $E_a$ by $\hbar\omega/(16S)$, which is only 0.08 meV here. At finite temperature the higher powers of $\theta$ can outweigh this small offset, in either direction. For $p=30$ the slope passes through $E_a$ a little above 1000 K and lies about 0.4 meV above it at $\theta=0.1$, before it returns below $E_a$ at much smaller $\theta$.

At low temperature the slope of $\ln W_p$ itself has another meaning. It goes to zero for $p\ge0$, because the factor becomes constant. For $p=-5$ it tends to $5\times20=100$ meV, the energy the mode must supply. The crossing height in that case is $20\times20^2/60=133$ meV. Tunnelling can avoid the top of the crossing, but it cannot avoid energy conservation.

**Q:** The larger gap has the smaller factor at every temperature in your table. Should releasing more energy not help?

**A:** It helps up to about $p=S$. At zero temperature $W_{p+1}/W_p=S/(p+1)$, so one more quantum raises the factor only while $p+1<S$. For $S=15$ the values at $p=14$ and $p=15$ are then equal. In the classical regime the barrier falls as $\Delta E$ approaches $\lambda$, and it vanishes at $\Delta E=\lambda$. For $\Delta E>\lambda$ it grows again. The crossing then has $q_c<0$, on the side of the initial minimum away from the final one. This is the inverted region, and $p=30$ belongs to it.

**Q:** You have a factor, but I asked about a transition. How does one mode with sharp levels give a rate?

**A:** By itself it does not. The golden rule gives

$$
k=\frac{2\pi}{\hbar}V^2\sum_{p'}W_{p'}\,\delta(\Delta E-p'\hbar\omega),
$$

which is a comb of lines and not a continuous density of final states. A further assumption is needed. I take each line to be spread evenly over one spacing $\hbar\omega$ at every temperature, without changing its weight. Coupling to other modes can broaden the lines, but it need not do so evenly, and the width can depend on temperature. The density at $\Delta E=p\hbar\omega$ is then $W_p/\hbar\omega$, and

$$
k=\frac{2\pi V^2}{\hbar}\,\frac{W_p}{\hbar\omega} .
$$

The coupling $V$ must also be weak enough for the golden rule. Vibrational relaxation must be faster than the transition, so that the initial levels remain thermal and the final state does not return its energy. The single-mode model does not supply that relaxation rate.

In the classical limit, $\sqrt{\theta/(4\pi S)}/\hbar\omega=1/\sqrt{4\pi S\hbar\omega k_BT}$, and the rate takes the Marcus form

$$
k\to\frac{2\pi V^2}{\hbar}\frac{1}{\sqrt{4\pi\lambda k_BT}}
\exp\left[-\frac{(\Delta E-\lambda)^2}{4\lambda k_BT}\right].
$$

With $V=1$ meV, the rate for $W_p=1$ would be $4.773\times10^{11}\ \mathrm{s^{-1}}$. At 300 K and $p=5$ it is

$$
k=4.773\times10^{11}\times0.01835\ \mathrm{s^{-1}}
=8.76\times10^9\ \mathrm{s^{-1}} .
$$

At 10 K it is still $9.2\times10^8\ \mathrm{s^{-1}}$. With the same even spreading assumed at both temperatures, cooling from 300 K to 10 K slows the transition by a factor of about 9.5, and the remaining rate is the one set by the Poisson factor. If the lines became narrower than their spacing on cooling, the rate would depend instead on how closely $\Delta E$ matches a multiple of $\hbar\omega$.

## Values computed for the example and the checks

```
quantum = 20.0 meV, S = 15.0, V = 1.0 meV
reorganization energy = 300.0 meV
rate for W = 1: 4.7729e+11 1/s
largest relative deviation, Bessel vs overlap sums: 6.2e-14
300 K: mean p = 15.0000, variance = 40.6931
T = 10 K: theta = 23.2090, n = 8.3261e-11, z = 2.7374e-04
T = 100 K: theta = 2.3209, n = 1.0887e-01, z = 1.0424e+01
T = 300 K: theta = 0.7736, n = 8.5644e-01, z = 3.7828e+01
T = 600 K: theta = 0.3868, n = 2.1174e+00, z = 7.7075e+01
T = 1000 K: theta = 0.2321, n = 3.8280e+00, z = 1.2897e+02
p = 5: gap = 100.0 meV, crossing height = 33.333 meV
  Poisson value at T = 0: 1.9358e-03
  overlap sum at 300 K: 1.835347e-02
  10 K: W = 1.9358e-03, G = 5.5708e-18, W/G = 3.4749e+14, k = 9.239e+08 1/s
  100 K: W = 4.7333e-03, G = 2.3187e-03, W/G = 2.0413e+00, k = 2.259e+09 1/s
  300 K: W = 1.8353e-02, G = 1.7646e-02, W/G = 1.0401e+00, k = 8.760e+09 1/s
  600 K: W = 2.3947e-02, G = 2.3775e-02, W/G = 1.0073e+00, k = 1.143e+10 1/s
  1000 K: W = 2.3893e-02, G = 2.3833e-02, W/G = 1.0025e+00, k = 1.140e+10 1/s
  300 K: predicted W/G = 1.0401, slope energy of W sqrt(T) = 30.702 meV
  600 K: predicted W/G = 1.0073, slope energy of W sqrt(T) = 32.488 meV
  1000 K: predicted W/G = 1.0025, slope energy of W sqrt(T) = 32.922 meV
p = 30: gap = 600.0 meV, crossing height = 75.000 meV
  Poisson value at T = 0: 2.2114e-04
  overlap sum at 300 K: 4.157228e-03
  10 K: W = 2.2114e-04, G = 5.5827e-39, W/G = 3.9611e+34, k = 1.055e+08 1/s
  100 K: W = 4.4478e-04, G = 1.8422e-05, W/G = 2.4143e+01, k = 2.123e+08 1/s
  300 K: W = 4.1572e-03, G = 3.5211e-03, W/G = 1.1807e+00, k = 1.984e+09 1/s
  600 K: W = 1.0704e-02, G = 1.0620e-02, W/G = 1.0079e+00, k = 5.109e+09 1/s
  1000 K: W = 1.4658e-02, G = 1.4696e-02, W/G = 9.9746e-01, k = 6.996e+09 1/s
  300 K: predicted W/G = 1.1916, slope energy of W sqrt(T) = 60.455 meV
  600 K: predicted W/G = 1.0080, slope energy of W sqrt(T) = 72.256 meV
  1000 K: predicted W/G = 0.9974, slope energy of W sqrt(T) = 74.762 meV
p = -5, theta = 25: slope energy of W = 100.000 meV
```
